# Annihilation Time of a Vortex-Antivortex Pair in an Easy-Plane Polar Film

Suppose a vortex and an antivortex 5 µm apart in a polar film disappear in 0.0863 s, and the time is wanted for a pair 20 µm apart. Treating the approach as motion at fixed speed multiplies the time by four and gives 0.345 s. For the film worked out below, with fixed core mobility, the model gives 1.38 s, a factor of 16; the separation-dependent drag of Section 4 would raise that factor to about 20. The linear guess fails because the attraction weakens as the cores separate: a wider pair has farther to go and starts more slowly.

## 1. One vortex: where the logarithm comes from

The film has thickness $t$ and lies in the $xy$ plane. Outside small cores of radius $a$, the polarization has fixed magnitude and lies in the plane,

$$\mathbf P=P_0\mathbf n,\qquad \mathbf n=(\cos\theta,\sin\theta).$$

There is no preferred in-plane direction and no applied field. Electrostatic energy is omitted until Section 6. With one gradient constant $G$, the energy is

$$E=\frac{Gt}{2}\int|\nabla\mathbf P|^2d^2r .$$

Since $\partial_i\mathbf n=(-\sin\theta,\cos\theta)\,\partial_i\theta$, we have $|\nabla\mathbf P|^2=P_0^2|\nabla\theta|^2$, and so

$$E=\frac K2\int|\nabla\theta|^2d^2r,\qquad K=GP_0^2t. \tag{1}$$

The stiffness $K$ is an energy.

A single vortex has $\theta=\phi+\theta_0$, where $\phi$ is the polar angle about its core and $\theta_0$ a constant. Then $|\nabla\theta|=1/r$. Out to a radius $R$,

$$E_1=\frac K2\int_a^R\frac{2\pi r\,dr}{r^2}=\pi K\ln\frac Ra .$$

An antivortex, $\theta=-\phi+\theta_0$, costs the same. Each energy grows without bound as $R$ grows. In a pair the two windings cancel far away, and the separation takes over the role of $R$.

## 2. Two cores held in place

Put the vortex at $x=d/2$ and the antivortex at $x=-d/2$. Let $\mathbf r_1,\mathbf r_2$ be the vectors from these cores to a field point, and $\phi_1,\phi_2$ their polar angles. Varying (1) gives $\nabla^2\theta=0$ outside the cores. A solution with the required windings is

$$\theta=\phi_1-\phi_2+\theta_0. \tag{2}$$

**Is it the minimum?** Any other field with the same cores and windings differs from (2) by a single-valued angle $\beta$. Take $\beta$ smooth and bounded. The energy changes by

$$\Delta E=K\int\nabla\theta\cdot\nabla\beta\,d^2r+\frac K2\int|\nabla\beta|^2d^2r .$$

Because $\nabla^2\theta=0$, the first integral equals the boundary integral $\oint\beta\,\partial_n\theta\,dl$. On a core circle, that core's own angle has no radial derivative. The other core contributes a derivative of order $1/d$ over a length $2\pi a$, which vanishes as $a/d\to0$. On a large circle $|\nabla\theta|\sim d/r^2$, so that part vanishes too. The positive second term remains, and (2) is the minimum for small cores.

As a test, a Gaussian $\beta$ of height $A=0.7$ was added to the field. Its cost should be $\pi KA^2/2=0.7697K$; direct integration of the field energy gave $0.7697K$.

**Energy of the pair.** Since $\nabla\phi_i=\hat{\mathbf z}\times\mathbf r_i/r_i^2$,

$$|\nabla\theta|^2=\left|\frac{\mathbf r_1}{r_1^2}-\frac{\mathbf r_2}{r_2^2}\right|^2
=\frac{r_2^2+r_1^2-2\mathbf r_1\cdot\mathbf r_2}{r_1^2r_2^2}=\frac{d^2}{r_1^2r_2^2}. \tag{3}$$

The function $u=\ln(r_1/r_2)$ has gradient $\mathbf r_1/r_1^2-\mathbf r_2/r_2^2$, of the same magnitude. It is single-valued and harmonic outside the cores, so Green's theorem gives

$$E=\frac K2\int|\nabla u|^2d^2r=\frac K2\oint u\,\partial_nu\,dl .$$

The distant boundary contributes nothing, because $u\sim1/r$ and $\partial_nu\sim1/r^2$ there. On the circle around the vortex, the normal leaving the integration region points into the core, so $\partial_n=-\partial_{r_1}$. Write $\lambda=a/d$. On this circle

$$\ln r_2=\ln d+S,\qquad S=\sum_{n\ge1}\frac{(-1)^{n+1}}n\lambda^n\cos n\phi_1,$$

$$a\,\partial_{r_1}\ln r_2=S'=\sum_{n\ge1}(-1)^{n+1}\lambda^n\cos n\phi_1 .$$

The circle therefore contributes

$$-\int_0^{2\pi}(\ln\lambda-S)(1-S')\,d\phi_1
=-2\pi\ln\lambda-\int_0^{2\pi}SS'\,d\phi_1 ,$$

since $S$ and $S'$ each average to zero. In the product, terms with equal $n$ survive and each cosine squared integrates to $\pi$:

$$\int_0^{2\pi}SS'\,d\phi_1=\pi\sum_{n\ge1}\frac{\lambda^{2n}}n=-\pi\ln(1-\lambda^2).$$

The other circle contributes equally. Multiplying the sum by $K/2$ gives, for $d>2a$,

$$E(d)=2\pi K\ln\frac da+\pi K\ln\left(1-\frac{a^2}{d^2}\right). \tag{4}$$

This is the energy of field (2) outside the cores. The core interiors are taken to add a constant.

**Limit of small cores.** The second term vanishes for $d\gg a$, leaving two single-vortex energies with $R$ replaced by $d$. At $a/d=0.05$, integration of the field energy gives $18.81488K$, as does (4).

The attraction is the derivative of (4):

$$F=\frac{dE}{dd}=\frac{2\pi K}{d}+\frac{2\pi Ka^2}{d(d^2-a^2)}
\simeq\frac{2\pi K}{d}. \tag{5}$$

For field (2) the omitted part is $a^2/(d^2-a^2)$ of the leading part. This fixes only the order of the correction, because (2) is not the minimum at order $a^2/d^2$. If the angle is free to relax on the core circles, the energy becomes $2\pi K\,\mathrm{arccosh}(d/2a)$ and the force $2\pi K/\sqrt{d^2-4a^2}$; the correction is then twice as large for $d\gg a$ and diverges at $d=2a$. In either case it fades as $a^2/d^2$. A finite difference of the field energy at $d=1$, $a=0.01$ gave $6.2846K$, against $2\pi K=6.2832K$; equation (5) gives $6.2838K$, and the rest is the error of the $\pm2\%$ difference step.

## 3. Let one core move, then both

Overdamped motion means that velocity, not acceleration, is proportional to force. Let a core move at $\mu F$, with $\mu$ constant. Using (5) at each instant also assumes that the surrounding field follows the cores; Section 4 examines this.

First pin the antivortex. The vortex moves towards it, so

$$\dot d=-\mu\frac{2\pi K}{d}.$$

Multiplying by $2d$ gives $d(d^2)/d\tau=-4\pi\mu K$, with $\tau$ the time. The square of the separation falls at a constant rate.

Now release the antivortex. The energy depends on the difference of the positions, so the forces are equal and opposite, each of full magnitude $F$. The speeds add:

$$\dot d=-2\mu F=-\frac{4\pi\mu K}{d},\qquad
\frac{d(d^2)}{d\tau}=-8\pi\mu K .$$

Integrating from $d_0$,

$$d^2(\tau)=d_0^2-8\pi\mu K\tau. \tag{6}$$

The point-core description ends at a capture distance $d_c$ of a few core radii, where the cores merge. Setting $d=d_c$ gives

$$\boxed{T=\frac{d_0^2-d_c^2}{8\pi\mu K}\simeq\frac{d_0^2}{8\pi\mu K}\quad(d_0\gg d_c).} \tag{7}$$

The time is thus proportional to $d_0^2$ up to a relative correction $d_c^2/d_0^2$. The brief final merger is not included.

If the mobilities differ, the closing speed is $(\mu_++\mu_-)F$, and $2\mu$ is replaced by $\mu_++\mu_-$. Setting one of them to zero recovers the pinned case, which takes twice as long as (7).

Equation (6) also shows how the time is spent. At half the initial separation $d^2$ has fallen by three quarters, so three quarters of the time has passed.

## 4. What does constant mobility leave out?

Let the angle relax with areal rotational viscosity $\gamma$:

$$\gamma\,\partial_\tau\theta=K\nabla^2\theta. \tag{8}$$

The dissipated power is $\gamma\int(\partial_\tau\theta)^2d^2r$. For a vortex carried rigidly along $x$ at speed $v$, $\partial_\tau\theta=-v\,\partial_x\phi=v\sin\phi/r$. Between radii $a$ and $R$ the power is

$$\gamma v^2\int_a^R\frac{dr}{r}\int_0^{2\pi}\sin^2\phi\,d\phi=\pi\gamma v^2\ln\frac Ra .$$

Equating this to $Fv$ gives $\mu=v/F=1/[\pi\gamma\ln(R/a)]$. For an approaching pair the static fields cancel far away, but their rates of change add, because the cores move in opposite directions. What limits $R$ is time: a change in angle spreads only about $\sqrt{K\tau/\gamma}$ in a time $\tau$. During the approach this distance is of order $d$, apart from a factor that varies slowly with $\ln(d/a)$. So to logarithmic accuracy

$$\mu(d)=\frac1{\pi\gamma\ln(d/a)}. \tag{9}$$

The mobility is therefore not strictly constant in this dynamics. Put (9) into $\dot d=-4\pi\mu K/d$ and integrate, dropping the small lower limit:

$$T_{\log}=\frac{\gamma}{4K}\int_0^{d_0}d\,\ln\frac da\,dd
=\frac{\gamma d_0^2}{8K}\left(L-\frac12\right),\qquad L=\ln\frac{d_0}a. \tag{10}$$

With $\mu$ frozen at its initial value, (7) gives $\gamma d_0^2L/(8K)$. The ratio is $1-1/(2L)$. Differentiating $\ln T_{\log}$ with respect to $\ln d_0$ gives the local exponent

$$2+\frac1{L-1/2}. \tag{11}$$

It approaches two slowly as $d_0/a$ grows.

When does the field keep up? Relaxation over a distance $r$ takes about $\gamma r^2/K$. The core speed is $v=2K/(\gamma Ld)$, so it crosses $r$ in $\gamma Lrd/(2K)$. The ratio of these times is $2r/(Ld)$. The field near a core follows well, while at $r\sim d$ a large $L$ is needed.

**Trying small separations.** To remove both the rigid-core and the following-field assumptions, a complex field was evolved under

$$\partial_\tau\psi=\nabla^2\psi+\psi(1-|\psi|^2).$$

Where $|\psi|=1$ and $\psi=e^{i\theta}$, its phase obeys (8) with $K=\gamma=1$. The amplitude can vanish in the cores, whose size is about one length unit. The pair sat in a square of side 120 units with no flux through the edges.

| $d_0$ | time $T$ | $8T/d_0^2$ | $L-\tfrac12$ |
|---|---|---|---|
| 12 | 30.4 | 1.69 | 1.98 |
| 24 | 186.7 | 2.59 | 2.68 |

The last two columns would agree if (10) held with a core radius of one. The simulated values are lower by about 15% and 3%. The table is for a finite-difference grid of spacing 0.5; a more accurate spectral discretisation lowers the times to about 30.2 and 186.0, makes the shortfalls about 16% and 3.5%, and changes the exponent quoted below by less than 0.01. The narrowing gap does not by itself show convergence to (10), because logarithmic accuracy leaves open a constant beside $L$. Doubling the separation multiplies the time by 6.1, an exponent of 2.62, whereas (10) gives 2.43 between the same points. These two runs do not identify the cause of the extra steepness. At separations of ten or twenty core sizes, then, constant mobility is a poor approximation to this dynamics.

## 5. A micrometre-scale example

Rough typical values for a freely suspended ferroelectric smectic-C* liquid-crystal film of low polarization suit the model. The polarization can turn freely in the layer plane, and its rotation is strongly damped. Take:

- thickness 10 nm and polarization 0.001 µC/cm²;
- elastic constant $GP_0^2=5$ pN;
- rotational viscosity 0.02 Pa s, which times $t$ gives $\gamma$;
- core radius 10 nm and capture distance 20 nm;
- initial separation 10 µm and temperature 300 K.

The stiffness is $K=(5\ \text{pN})(10\ \text{nm})=0.312$ eV. The logarithm is $L=\ln1000=6.91$. Equation (9), evaluated once at 10 µm, gives $\mu=36.9$ µm²/(eV s). The initial attraction is 31 fN, and each core starts at 7.2 µm/s. From (7),

$$T=\frac{(10\ \mu\text m)^2}{8\pi\,(36.91\ \mu\text m^2/\text{eV s})(0.3121\ \text{eV})}
=0.345\ \text s=345\ \text{ms}.$$

The capture correction is $4\times10^{-6}$ of this time. Thickness cancels from the product $\mu K$ when $a$ and the bulk constants are fixed, because both $K$ and $\gamma$ are proportional to it.

Direct integration of the core coordinates, with this same mobility throughout, gives 0.0863, 0.345 and 1.38 s for 5, 10 and 20 µm. Each doubling multiplies the time by four.

With the logarithmic drag (10), the time at 10 µm becomes about $0.93T$ and the local exponent about 2.16. These are estimates: (9) leaves open a constant beside $L$, and each unit of it would shift the time by about 14% of $T$. The square law should be closer here than in Section 4 because $L$ is larger.

## 6. Put back the omitted effects

**Bound charge.** A varying polarization carries a sheet charge $\sigma=-tP_0\nabla\cdot\mathbf n$. For $d\gg t$ and no screening, its energy is

$$E_q=\frac12\iint\frac{\sigma(\mathbf r)\sigma(\mathbf r')}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.$$

Measure lengths in units of $d$. The two area elements give $d^4$, the two divergences $d^{-2}$ and the Coulomb kernel $d^{-1}$. Hence, for field (2) with point cores,

$$E_q=c\,\frac{(P_0t)^2}{4\pi\varepsilon_0}\,d, \tag{12}$$

where $c$ depends on $\theta_0$. Numerical evaluation gives $c\approx31$ for $\theta_0=0$, where the polarization points radially out of the vortex, and $c\approx12$ for $\theta_0=90^\circ$, where it circulates. These values are for a grid spacing of $d/32$; extrapolating to zero spacing raises the first by about 5%, to roughly 33, and leaves the second near 12.

The force from (12) does not weaken with distance. For the more strongly charged case it is about 9% of the elastic attraction at 10 µm and shortens the time to about $0.94T$. The two forces are equal near 110 µm. Well beyond that, a constant force with constant mobility would make the time linear in $d_0$, if the texture kept its shape. Negligible electrostatics therefore puts an upper limit on the separation, just as capture and logarithmic drag disfavour small ones.

**Unequal splay and bend.** In the plane, $|\nabla\theta|^2=(\nabla\cdot\mathbf n)^2+(\nabla\times\mathbf n)_z^2$. Give the two terms stiffnesses $K(1+\delta)$ and $K(1-\delta)$. To first order in $\delta$, the energy of field (2) gains

$$\frac{K\delta}{2}\int\left[(\nabla\cdot\mathbf n)^2-(\nabla\times\mathbf n)_z^2\right]d^2r .$$

Near the vortex $\theta=\phi_1+\theta_0$, so the divergence is $\cos\theta_0/r_1$ and the curl $\sin\theta_0/r_1$. The bracket is $\cos2\theta_0/r_1^2$. Near the antivortex it is $\cos(4\phi_2-2\theta_0)/r_2^2$, which averages to zero around the core. The logarithm's coefficient becomes

$$2\pi K\left(1+\frac\delta2\cos2\theta_0\right). \tag{13}$$

Away from the cores the integral is a pure number, because rescaling all lengths together leaves it unchanged. For $d\gg a$ and a fixed direction of the pair axis, the added energy is therefore a multiple of $\ln(d/a)$ plus a constant, and the force along the axis is still proportional to $1/d$. At $\theta_0=0$ or $90^\circ$ symmetry forbids a sideways force, but only the lower-energy orientation ($90^\circ$ for $\delta>0$) is stable, and there the square law survives with a new prefactor. At the other orientation a small tilt grows: keeping only the logarithmic term, with $\delta=0.2$ and $d_0/a=1000$, a tilt of 0.05 rad reaches 0.26 rad at half the separation, and a spiral distortion of the vortex also lowers the energy. At a tilted phase the energy also changes when the pair axis turns. This gives a sideways force that varies as $\ln(d/a)/d$, so the cores leave the straight line and the simple square law is no longer assured. At $\theta_0=0.3$ rad, the energy change per unit $\delta$ should grow with $\ln(d/a)$ at the rate $\pi K\cos0.6=2.593K$, which the integrated field reproduces. For an illustrative $\delta=0.2$ and the lower-energy circulating vortex, this first-order estimate gives a time of $1.11T$.

**Thermal motion.** Let each core also diffuse with coefficient $\mu k_BT_a$, where $T_a$ is the temperature. The relative vector diffuses with twice that coefficient. In two dimensions this adds $4(2\mu k_BT_a)$ to the mean growth rate of $d^2$:

$$\frac{d\langle d^2\rangle}{d\tau}=-8\pi\mu K+8\mu k_BT_a. \tag{14}$$

This holds before capture. Random trajectories with $k_BT_a=0.5K$, followed until the noiseless law gives $0.9d_0^2$, had a mean of $0.9156d_0^2$; (14) gives $0.9159d_0^2$. Every path ends at the same $d_c^2$, so for $\pi K>k_BT_a$ the mean time is (7) divided by $1-k_BT_a/(\pi K)$. In the example the subtracted share is 2.6%, and the mean time is $1.03T$.

**Flow, inertia and stray fields.** Fluid flow can make the two cores unequally mobile. The flow is not solved here; if it made one core 50% more mobile, the time would be $0.80T$. With density 1000 kg/m³ and molecular radius 1 nm, rotational inertia decays in roughly $5\times10^{-14}$ s, so overdamping is safe. A stray field $\mathcal E$ competes with stiffness over the length $\sqrt{K/(P_0t\mathcal E)}$. This equals $d_0$ at about 50 V/cm, and the stray field must be well below that value: with the texture relaxed around fixed cores, even 5 V/cm adds roughly a tenth to the initial attraction.

## 7. Which films does this describe?

The time of a few tenths of a second belongs to the model with rough inputs, and is not a measurement. It is proportional to the viscosity and to the logarithm, and inversely proportional to the elastic constant, so errors in these carry over directly. The separate estimates above move it by between 3% and 20%, not counting the undetermined constant beside the logarithm; they use different vortex orientations and should not simply be multiplied together.

The low polarization is essential. By (5) and (12), the ratio of charge force to elastic force is proportional to $P_0^2td_0/(GP_0^2)$. A smectic film with ten times the polarization, and the same thickness, elastic constant and separation, would have a ratio of about 9 instead of 0.09 if unscreened. Equation (7) would then fail; mobile ions would reduce the charge force.

Ferroelectric oxide films are a harder case. Their polarization is commonly tens of µC/cm², bound charge normally outweighs gradient energy, and the crystal lattice prefers certain directions. The square law should not be carried over to them unless both effects have been shown to be small at the separations of interest.

The numerical output below lists the main values used here.

## Computed values

```
REDUCED TESTS
pair energy, a/d=0.05: field 18.81488, formula 18.81488 K
force at d=1: field 6.2846, formula 6.2832 K/d
cost of smooth bump: 0.7697, law 0.7697 K
anisotropy slope: 2.5929, law 2.5929 K
thermal mean d^2: 0.9156, law 0.9159 d0^2
relaxing field d0=12 core lengths: time 30.4 reduced
  effective drag factor 1.69, ln(d0/core) 2.48
relaxing field d0=24 core lengths: time 186.7 reduced
  effective drag factor 2.59, ln(d0/core) 3.18
relaxing-field exponent: 2.621
EXAMPLE INPUTS (rough typical values)
thickness: 10 nm
polarization: 0.001 uC/cm2
elastic constant G P0^2: 5.0 pN
rotational viscosity: 0.020 Pa s
core radius: 10 nm; capture distance: 20 nm
initial separation: 10 um; temperature: 300 K
EXAMPLE RESULTS
areal stiffness K: 0.3121 eV
ln(d0/a): 6.908
core mobility: 36.91 um2/(eV s)
initial attraction: 31.42 fN
initial speed of each core: 7.24 um/s
annihilation time T: 0.3454 s = 345.4 ms
integrated time for d0=5 um: 0.0863 s
integrated time for d0=10 um: 0.3454 s
integrated time for d0=20 um: 1.3815 s
capture correction (dc/d0)^2: 4.0e-06
NEGLECTED EFFECTS (time ratio = changed time / T)
logarithmic drag: time ratio 0.928, local exponent 2.156
bound-charge c: 31.19 (theta0=0), 12.22 (theta0=90 deg)
bound-charge force / attraction at d0: 0.0892
bound charge: time ratio 0.944
separation where the two forces are equal: 112 um
thermal share kT/(pi K): 0.0264, time ratio 1.027
splay-bend delta=0.2: time ratio 1.111
one core 50% more mobile: time ratio 0.800
rotational inertia time: 5.0e-14 s
stray field scale K/(P0 t d0^2): 50 V/cm
```
